Why unequal valley heating tilts current and can polarize valleys

Take a germanium-type crystal at 80 K with a field of 200 V/cm, 25° from [001] toward [111]. In the model used below, the current flows 14° away from the field, on the side of [001]. In a weak field the same cubic crystal conducts isotropically. If the four valleys are forced to keep equal populations at 200 V/cm, the tilt is only 2°. These notes trace where the 14° comes from, and then ask when the same mechanism makes equal valley populations unstable in silicon.

**1. What the masses contribute**

Valley v is an ellipsoid with unit vector n_v along its long axis. With a = 1/m_l and b = 1/m_t, where m_l > m_t, its inverse mass tensor is

M_v⁻¹ = b I + (a − b) n_v n_vᵀ.

Let f_v be the fraction of the electrons in valley v and τ_v their momentum relaxation time. An electron of charge −e drifts with velocity −eτ_v M_v⁻¹E, so for density n the current density is

j = n e² Σ w_v [bE + (a − b) n_v (n_v·E)], w_v = f_v τ_v.

Germanium has four valleys along <111>, for which Σ n_v n_vᵀ = (4/3) I. With equal weights w the current is therefore

j = n e² w (4/3)(a + 2b) E.

It is parallel to E, however anisotropic each valley is. Mass anisotropy alone gives no tilt; the weights must differ.

The field makes them differ. The power given to one electron is force times velocity,

P_v = e²τ_v s_v, s_v = E·M_v⁻¹E = bE² + (a − b)(n_v·E)².

Since a < b, the valley whose long axis lies nearest to E is heated least.

**2. What heating does to the relaxation time**

Assume nondegenerate electrons with a Maxwellian distribution of temperature T_v in each valley. Acoustic scattering has τ(ε) ∝ ε^(−1/2), and its mobility average is proportional to T^(−1/2). So τ = τ0 (T_L/T)^(1/2), where T_L is the lattice temperature. With a constant energy relaxation time τ_E, the steady heat balance is

e²τ s = (3/2) k (T − T_L)/τ_E.

Inserting τ and dividing by (3/2)kT_L (T_L/T)^(1/2)/τ_E gives

(T/T_L − 1)(T/T_L)^(1/2) = H s, H = e²τ0τ_E/(1.5 kT_L).

The germanium-type model has the valley geometry of germanium and round parameters: masses 1.6 and 0.08 electron masses m, τ0 = 2 ps, τ_E = 20 ps. At 200 V/cm, HE²/m = 0.272. The [111] valley lies 29.7° from the field, so

ms/E² = 12.5 − 11.875 cos²(29.7°) = 3.55, Hs = 0.965.

The balance gives T = 139 K, and indeed 0.73 × 1.32 = 0.96. The [−1−11] valley, 79.7° from the field, has ms/E² = 12.1 and T = 234 K. The other two have 9.25 and 206 K.

A hotter valley has a shorter τ and a smaller weight. With equal populations this is the only source of tilt, and it gives the 2° quoted above.

**3. What heating does to the populations**

Electrons change valley by absorbing or emitting a phonon of energy ħω. The golden rule gives an electron of energy ε the escape rate

C[N √(ε + ħω) + (N + 1) √(ε − ħω)],

where the second term exists only for ε > ħω, and N is the phonon number at T_L. The average over a Maxwellian uses the density of states √ε. Let x = ħω/kT. In the absorption integral put ε = (ħω/2)(cosh u − 1). Then ε(ε + ħω) = (ħω/2)² sinh²u, and

∫ √(ε(ε + ħω)) e^(−ε/kT) dε = (ħω/2)² e^(x/2) ∫ sinh²u e^(−(x/2) cosh u) du.

Integrating K₁(z) = ∫ cosh u e^(−z cosh u) du by parts shows that the last integral is K₁(x/2)/(x/2). The emission integral, after the shift ε → ε + ħω, is the same apart from a factor e^(−x). Dividing by the norm (√π/2)(kT)^(3/2) and writing Γ = C√(ħω), we get

R(T) = Γ √(x/π) K₁(x/2) [A + B], A = N e^(x/2), B = (N + 1) e^(−x/2).

A is the absorption part and B the emission part. Direct quadrature confirms this formula in both models.

Electrons leaving a valley are shared equally among the others. The exchange between any two valleys then balances if f_v R_v is the same for all, so f_v ∝ 1/R(T_v). Hot valleys empty into cold ones.

To measure the steepness, define S = d ln R/d ln T = −x d ln R/dx. With K₁′(z) = −K₀(z) − K₁(z)/z, and with dA/dx = A/2 and dB/dx = −B/2 at fixed N,

S = 1/2 + (x/2)[K₀/K₁ − (A − B)/(A + B)],

where the Bessel functions have argument x/2.

**4. Weighing the two contributions in germanium**

With ħω = 30 meV, the populations at 200 V/cm are 0.447 for [111], 0.158 for [−1−11] and 0.198 for each of the other two. Let t be the unit vector perpendicular to E, in the plane of E and [001], on the side of [001]. The tilt φ, positive toward [001], follows from

tan φ = −(b − a) Σ w_v (n_v·Ê)(n_v·t) / Σ w_v (s_v/E²).

The products (n_v·Ê)(n_v·t) are −0.431 for [111], 0.175 for [−1−11] and 0.128 for each of the others. In units of τ0 the weights f(T_L/T)^(1/2) are 0.339, 0.092 and twice 0.123. The sum in the numerator is

−0.146 + 0.016 + 0.031 = −0.099,

and the denominator, with masses in units of m, is

0.339 × 3.55 + 0.092 × 12.1 + 0.247 × 9.25 = 4.60.

So tan φ = 11.875 × 0.0985/4.60 = 0.254 and φ = 14°.

Repeating the sum with the actual populations but one common τ gives tan φ = 0.19, or 11°. Repopulation alone thus gives 11°, the change of τ alone 2°, and both together 14°. The parts do not add exactly: they multiply within each weight, and the weights also change the current along E, by which the sum is divided. The direction has a simple reading: the cold [111] valley holds the most electrons, and it conducts poorly along its own long axis. The current therefore turns away from that axis.

**5. The weak-heating limit and the sign of the tilt**

For small s, heat balance gives δT/T_L = Hs. Since w ∝ τ/R, apart from a common normalization,

w_v = w[1 − λ(s_v − s_mean)], λ = H(1/2 + S) at T = T_L.

Because s_v − s_mean = (a − b)[(n_v·E)² − E²/3], the first-order current contains

−w λ (a − b)² Σ n_v (n_v·E)³

plus terms parallel to E. For the four <111> axes, fourth-order products with an odd power of any component of n_v sum to zero. What remains of the i-th component is

Σ n_i (n·E)³ = (4/9)[E_i³ + 3E_i(E² − E_i²)] = (4/9)[3E²E_i − 2E_i³].

The part not parallel to E is therefore +(8/9) w λ (a − b)² E_i³. Now let E lie in the (1,−1,0) plane at angle θ from [001]:

Ê = (sinθ/√2, sinθ/√2, cosθ), t = (−cosθ/√2, −cosθ/√2, sinθ).

Then

Σ Ê_i³ t_i = cos³θ sinθ − (1/2) sin³θ cosθ = (1/2) sinθ cosθ (3cos²θ − 1).

Dividing by the zeroth-order current (4/3)w(a + 2b)E gives

tan φ = λE² (a − b)² sinθ cosθ (3cos²θ − 1)/[3(a + 2b)].

The tilt vanishes along [001], [111] and [110], where symmetry requires it. Elsewhere it points away from <111>: toward [001] for θ < 54.7° and toward [110] beyond. At 200 V/cm the model gives +14° at θ = 25° and −18° at θ = 75°.

At 10 V/cm and θ = 25° this law and the full model both give 0.112°. Continued to 200 V/cm, the law would multiply tan φ by 400 and predict 38°. The actual 14° shows how far the response has saturated.

Silicon has its long axes along <100>. There Σ n_i (n·E)³ = E_i³, and the tilt has the opposite sign, away from the nearest <100> axis. This matters next.

**6. Silicon: the restoring and the destabilizing current**

Count the six valleys of silicon as three pairs, X, Y and Z, with long axes along [100], [010] and [001]. Let E∥ be the field along [110] and E⊥ the field along [1−10], so that

E_x = (E∥ + E⊥)/√2, E_y = (E∥ − E⊥)/√2.

At E⊥ = 0, X and Y are equally heated and equally populated, with weight w0 each. Z has the larger s, since bE² > (a + b)E²/2, so it is hotter and emptier. For a small E⊥,

s_X = aE_x² + b E_y² = (a + b)E²/2 + (a − b)E∥E⊥,

and s_Y has the opposite sign in the last term. To first order the relative change of s_X is 2(a − b)E⊥/[(a + b)E∥].

Define κ = −d ln(τ/R)/d ln s. From heat balance, d ln s/d ln T = 1/2 + T/(T − T_L), hence

κ = (1/2 + S)/[1/2 + T/(T − T_L)].

The changes of X and Y are opposite and Z changes only in second order, so the normalization of the populations does not change in first order. This gives

w_X − w_Y = −4κ w0 (a − b)E⊥/[(a + b)E∥].

The transverse current is j⊥ = (j_x − j_y)/√2, or

j⊥/(n e²) = [(w_X + w_Y)(a + b)/2 + w_Z b]E⊥ + (w_X − w_Y)(a − b)E∥/2.

Inserting the difference of weights,

j⊥/(n e²E⊥) = w0(a + b) + w_Z b − 2κ w0 (a − b)²/(a + b).

The first two terms are ordinary conduction, which discharges E⊥. The last is the Sasaki tilt. Turning the field toward [100] cools X and fills it; X conducts better across its axis than along it, and so it turns the current back. When the last term wins, the current swings past [110] to the other side. Dividing by w0(a + b) and writing K = m_l/m_t, the condition for this is

2κ[(K − 1)/(K + 1)]² > 1 + (w_Z/w0) K/(K + 1).

**7. Why a negative slope means instability**

Suppose no transverse current can leave the sample. Any j⊥ then charges its sides, and ε dE⊥/dt = −j⊥. Let δ = f_X − f_Y, and let the temperatures follow the field at once. The linear equations have the form

ε dE⊥/dt = −gE⊥ + cδ, dδ/dt = −γδ + hE⊥.

Here g is the transverse conductivity at fixed populations. It is positive, because changes of τ alone have κ = (1/2)/[1/2 + T/(T − T_L)] < 1/3, which keeps the destabilizing term below 2/3 of w0(a + b). The trace of the system is then negative, and its determinant is γ(g − ch/γ)/ε. The bracket is the steady slope σ = dj⊥/dE⊥. A growing disturbance therefore exists when σ < 0. The threshold is the same for fixed E∥ and for fixed j∥, since j∥ is even in E⊥ and does not change in first order.

If the transverse field is instead held at zero, only dδ/dt = −γδ remains, and equal population of X and Y is stable. The open transverse circuit is part of the effect.

**8. The contributions weighed in cold silicon**

The silicon-type model has round parameters: masses 1.0 and 0.2, T_L = 40 K, τ0 = 5 ps, τ_E = 20 ps, ħω = 50 meV and Γ = 10¹⁰ 1/s. At 200 V/cm along [110], X and Y have 130 K and a population of 0.429 each; Z has 171 K and 0.143. The parts of the criterion, in units of w0(a + b), are as follows.

- Conduction: w_Z/w0 = (0.143/0.429)(130/171)^(1/2) = 0.29, so the right side is 1 + 0.29 × 5/6 = 1.24.
- Change of τ: T/(T − T_L) = 1.44, so this part of κ is 0.5/1.94 = 0.26. It contributes 2 × 0.26 × 4/9 = 0.23.
- Repopulation: the rest of κ = 2.61 is 2.35, which contributes 2.09.

The destabilizing sum is 2.32, larger than 1.24 by a factor of 1.87. Repopulation does nearly all of it, and the change of τ could not do it alone.

The growth rate follows from section 7. For a density of 10¹⁴ cm⁻³ and a relative permittivity of 12, charge relaxes at g/ε ≈ 2 × 10¹¹ 1/s, far faster than valley transfer, so E⊥ = cδ/g and the rate is −γσ/g. Each pair is treated as one valley, so R is the rate of leaving a pair, and γ = (3/2)R with R = 1.35 × 10⁸ 1/s. In the units above, σ = 1.24 − 2.32 = −1.08 and g = 1.24 − 0.23 = 1.01. The estimate is 2.2 × 10⁸ 1/s; the full linear dynamics, with the temperatures free to lag, gives 2.1 × 10⁸ 1/s.

The growth has an end. If E⊥ reached E∥, the field would lie along [100], the current would be parallel to it, and j⊥ would be positive. Since j⊥ is negative for small E⊥, it vanishes somewhere between. Integrated in time at fixed E∥, the model settles at E⊥ = 0.59 E∥: the field has turned 31° from [110] while the current stays along it. The X pair, at 98 K, now holds 92% of the electrons. The zero of j⊥ can be checked from the weights f/√T, which are 0.0924, 0.0031 and 0.0028 for X, Y and Z. The conductivities along x and y are in the ratio

(0.0924 + 5 × 0.0059) : (5 × 0.0952 + 0.0031) = 0.122 : 0.479,

while E_x : E_y = 1.59 : 0.41. The products agree, so j_x = j_y. By symmetry, the mirror state with Y filled is equally possible.

**9. When the instability occurs**

At 40 K, equal population of X and Y is unstable between 41 and 426 V/cm, where these valleys have 46 K and 307 K. Both edges follow from κ. Near the lattice temperature T/(T − T_L) is large, so a change of s hardly changes T, and κ tends to zero. At very high T, x tends to zero, S to 1/2 and κ to 2/3. The left side of the criterion is then 0.59 for K = 5, too small. Between these limits, escape needs electrons energetic enough to emit the phonon, and their number rises steeply with T.

At 2% outside either edge, a search for E⊥ up to E∥ found no state with nonzero E⊥, so at fixed E∥ the model shows no sign of hysteresis there. A fixed current is a different case. On the polarized branch j∥ falls by about 16% as E∥ rises from 41 to 53 V/cm, so over a range of currents equal and polarized states coexist, and hysteresis is possible near the lower edge.

The lattice must be cold. The largest ratio of the two sides over all fields falls to one at T_L = 87 K, and above that no field along [110] destabilizes the model. As long as intervalley energy loss is left out of the heat balance, this limit does not depend on τ0, τ_E or Γ, which only rescale the field or cancel. It does depend on the phonon spectrum. With three phonons of 19, 47 and 59 meV, weighted as the f-type phonons of silicon usually are, the soft phonon flattens R(T): the limit falls to about 77 K, and the largest ratio at 40 K falls from 2.4 to about 1.6. Phonon absorption weakens the steepness in the ratio A/B = e^(x − x_L), with x_L = ħω/kT_L. At T_L = 87 K and T = 2T_L this is e^(−3.3) = 0.04, a small effect. The main obstacle is that κ needs T well above T_L, and a warmer lattice puts such T where x, and with it S, is already too small.

For a field along [111] all three pairs start equal. Write E = E0(1, 1, 1)/√3 + d, with d perpendicular to [111], so that Σd_i = 0. Then s = (a + 2b)E0²/3, δs_i = 2(a − b)E0 d_i/√3, and

δw_i = −2√3 κ w0 (a − b)d_i/[(a + 2b)E0].

These changes sum to zero, so the transverse current is

δj_i/(n e²) = w0(a + 2b)d_i + δw_i(a − b)E0/√3 = w0 d_i[(a + 2b) − 2κ(a − b)²/(a + 2b)].

Instability requires κ > (2K + 1)²/[2(K − 1)²], which is 3.8 for K = 5. At 40 K the destabilizing term reaches at most 0.83 of the restoring one, so full equality is stable there against small disturbances at all fields examined. Small disturbances grow only below about 33 K. Equality is not the only possible state, however: at 40 K, between roughly 60 and 200 V/cm, the model also has a state without transverse current in which one pair holds most of the electrons. A large enough disturbance may therefore lead to it.

**10. What the model leaves out**

The energy lost to intervalley phonons is neglected in the heat balance. For the equally populated X and Y valleys of the silicon-type model it is, relative to the loss that is kept, about 1% at 200 V/cm and 6% at the upper edge. The hotter Z valley loses more, about 2% at 200 V/cm. In the germanium-type model at 200 V/cm, with the same Γ = 10¹⁰ 1/s, the neglected part is larger, 7 to 9%; including it in the heat balance lowers the 14° tilt by about 0.4°. The energy that electrons carry between valleys is neglected too. Including both effects brings the tilt to about 13.3° and moves the upper edge in the silicon-type model from 426 to below 400 V/cm. These corrections are small only because Γ is small. The loss fractions are proportional to Γ, and the usual deformation potentials give Γ of order 10¹² 1/s for silicon and a few times 10¹¹ 1/s for germanium. With both effects included, Γ = 10¹² 1/s leaves the lower edge near 41 V/cm but brings the upper edge down to about 216 V/cm, and Γ = 3 × 10¹¹ 1/s lowers the germanium tilt to about 8°. The instability survives, but in the real crystals the intervalley loss is not a minor term. A single temperature per valley requires that collisions between electrons refill the tail from which phonons are emitted; otherwise R and S change. The lower edge is the least secure: the escape rate there is only 4 × 10⁴ 1/s, and a faster transfer process that depends less on temperature would move it. The electron density is held fixed, whereas in real silicon at 40 K many shallow donors can be frozen out, and hot electrons can ionize them, so that the density changes with the field. Diffusion and the walls between regions of opposite polarization are absent. The fields and temperatures in the numerical output therefore belong to these models, not to particular samples.

Numbers as computed

```
Ge-type: m_l, m_t = 1.60, 0.08 electron masses
Ge-type: lattice temperature = 80 K
Ge-type: tau0, tau_E = 2, 20 ps
Ge-type: phonon energy = 30 meV
Ge-type: intervalley constant Gamma = 1.0e+10 1/s
Si-type: m_l, m_t = 1.00, 0.20 electron masses
Si-type: lattice temperature = 40 K
Si-type: tau0, tau_E = 5, 20 ps
Si-type: phonon energy = 50 meV
Si-type: intervalley constant Gamma = 1.0e+10 1/s
Ge-type: field 200 V/cm, 25 deg from [001] toward [111]
  valley [111]: T = 138.6 K, population = 0.4467
  valley [-1-11]: T = 234.2 K, population = 0.1580
  valley [1-11]: T = 205.6 K, population = 0.1977
  valley [-111]: T = 205.6 K, population = 0.1977
Ge-type tilt at 25.0 deg, 200 V/cm = 14.25 deg (+ toward [001])
Ge-type tilt at 54.7 deg, 200 V/cm = -0.00 deg (+ toward [001])
Ge-type tilt at 75.0 deg, 200 V/cm = -17.82 deg (+ toward [001])
Ge-type tilt at 25 deg, equal populations forced = 2.09 deg
Ge-type tilt at 25 deg, 10 V/cm: full = 0.1121, warm law = 0.1122 deg
Si-type tilt at 25 deg, 200 V/cm = -30.84 deg
Si-type density = 1.0e+14 cm^-3, relative permittivity = 12
Si-type [110] lower edge: E = 41.1 V/cm
  T[100], T[001] = 46.4, 50.3 K; f[100], f[001] = 0.4147, 0.1707
  kappa = 1.496, gain = 1.000, escape rate = 4.47e+04 1/s
  neglected intervalley energy loss / kept loss = 5.4e-05
Si-type [110] working field: E = 200.0 V/cm
  T[100], T[001] = 130.4, 171.4 K; f[100], f[001] = 0.4287, 0.1426
  kappa = 2.609, gain = 1.868, escape rate = 1.35e+08 1/s
  neglected intervalley energy loss / kept loss = 1.2e-02
Si-type [110] upper edge: E = 425.6 V/cm
  T[100], T[001] = 306.9, 420.2 K; f[100], f[001] = 0.3906, 0.2187
  kappa = 1.574, gain = 1.000, escape rate = 1.99e+09 1/s
  neglected intervalley energy loss / kept loss = 5.8e-02
Growth rate at working field = 2.13e+08 1/s
Spontaneous E_perp/E_parallel at working field = 0.5946
  field rotation from [110] = 30.74 deg
  T[100], T[010], T[001] = 98.4, 197.7, 203.4 K
  f[100], f[010], f[001] = 0.9168, 0.0434, 0.0398
Broken states (E_perp>0) at 0.98 lower edge: 0, at 1.02 upper edge: 0
[111] threshold kappa = 3.781; peak [111] gain at 40 K = 0.831
Highest lattice temperature for [110] instability = 86.8 K
Highest lattice temperature for [111] instability = 32.8 K
```
